# Threshold Variance from Random Acceptors in a Uniform Depletion Layer, part 1

(Sections cited here and not found follow in the second part.)

## The threshold shift caused by one acceptor

Symmetry and dimensions fix the threshold variance up to one pure number. Consider a transistor of gate area \(A\) and oxide capacitance per area \(C\), on a body with mean acceptor density \(N\) and permittivity \(\varepsilon\). Let threshold be the gate voltage at which the surface potential, averaged over the gate area, reaches a fixed value \(\psi_s\). The average does not change when an acceptor is moved sideways, so to first order the acceptor's effect depends on its depth \(x\) alone, and its charge \(q\) enters as the sheet density \(q/A\). The gate must supply some extra charge per area \(\delta Q\) to restore the average, and this costs a gate voltage \(\delta Q/C\). The ratio \(\delta Q/(q/A)\) is dimensionless. If the temperature plays no part, it can depend only on \(x\), \(\varepsilon\), \(qN\) and \(\psi_s\). These four quantities involve three independent dimensions (length, charge and voltage), so they form one dimensionless group, \(x/W\), with

\[
W=\sqrt{\frac{2\varepsilon\psi_s}{qN}} . \tag{1}
\]

The factor 2 is a convention here; it will make \(W\) the depletion depth. One acceptor thus shifts the threshold by

\[
\delta V_t=\frac{q}{CA}\,g\!\left(\frac{x}{W}\right). \tag{2}
\]

If the acceptors are placed independently, their contributions to the variance add. The layer holds on average

\[
n=NAW \tag{3}
\]

acceptors, so the variance must have the form

\[
\sigma^2=\left(\frac{q}{CA}\right)^2 nK ,\qquad K=\int_0^1 g(u)^2\,du . \tag{4}
\]

The integral for \(K\) is justified in the second half. What symmetry cannot supply is the function \(g\), which requires electrostatics.

### Model and sign conventions

The depth \(x\) is zero at the oxide interface and increases into the p-type body. The potential \(\psi\) is measured from the neutral body, which is grounded. An ionised acceptor carries charge \(-q\), with \(q>0\). At threshold \(\psi\) is positive at the surface and falls with depth, so the field component \(E=-\partial\psi/\partial x\) is positive.

In the depletion approximation there are no holes between the surface and an edge at \(x=w(y,z)\), and the body is neutral beyond it. Electrons at the surface are neglected in the charge balance up to threshold. In the depleted region Poisson's equation is

\[
\nabla^2\psi=\frac{q}{\varepsilon}\,N(\mathbf r), \tag{5}
\]

where \(N(\mathbf r)\) is the actual acceptor density. The sign is positive because the charge density is \(-qN\). At the edge both the potential and its gradient vanish:

\[
\psi=0,\qquad \nabla\psi=0\qquad\text{at }x=w(y,z). \tag{6}
\]

The sides of the region are taken as periodic, or as walls with no normal field. This leaves out charge sharing with the source and drain.

The oxide, of thickness \(t\) and permittivity \(\varepsilon_{\rm ox}\), contains no varying charge. Averaging Laplace's equation over the area removes the lateral derivatives, so the averaged potential in the oxide is linear in \(x\). The averaged oxide field is then uniform, and continuity of displacement makes it \(Q/\varepsilon_{\rm ox}\), where \(Q\) is the magnitude of the mean depletion charge per area. The voltage across the oxide is \(Qt/\varepsilon_{\rm ox}=Q/C\), since \(C=\varepsilon_{\rm ox}/t\). Hence

\[
V_t=V_{\rm fb}+\psi_s+\frac{Q}{C}. \tag{7}
\]

The flat-band voltage \(V_{\rm fb}\) contains the work-function difference and any fixed interface charge. Both \(V_{\rm fb}\) and \(\psi_s\) are held constant, so a threshold shift is \(\delta Q/C\).

### Two integral relations

Gauss's law applied to the depleted region gives its total charge. No flux leaves through the edge, by (6), and none leaves on balance through the sides. Therefore

\[
QA=q\int N(\mathbf r)\,dV . \tag{8}
\]

A second relation follows when (5) is multiplied by \(x\) and integrated. Because \(\nabla^2x=0\), Green's identity turns the left side into a surface integral:

\[
\int x\nabla^2\psi\,dV=\oint\left(x\,\nabla\psi-\psi\,\nabla x\right)\cdot d\mathbf S . \tag{9}
\]

On the depletion edge both terms vanish by (6). On the sides \(\nabla x\) has no normal component, and the terms with \(\nabla\psi\) vanish or cancel between opposite faces. At \(x=0\) the first term is zero, while the outward normal is \(-\hat{\mathbf x}\), so the second contributes \(+\int\psi\,dA\). This is \(A\psi_s\) by the definition of threshold. Thus

\[
A\psi_s=\frac{q}{\varepsilon}\int xN(\mathbf r)\,dV . \tag{10}
\]

The surface potential fixes the first depth moment of the acceptors, whereas the gate voltage responds to their number. The difference between these two integrals is the origin of the depth weight.

For a uniform density the edge is flat. Equation (10) gives \(\psi_s=qNw^2/(2\varepsilon)\), so \(w=W\) as in (1), and (8) gives \(Q=qNW\).

### Adding one acceptor

Add one acceptor at depth \(x_0<W\) to the uniform density, and let the edge move to \(w=W+\delta w(y,z)\). The uniform part of the moment in (10) is \(N\int w^2\,dA/2\). Since \(\psi_s\) is fixed, the total moment keeps its old value:

\[
\frac N2\int (W+\delta w)^2\,dA+x_0=\frac N2W^2A . \tag{11}
\]

Expanding the square and cancelling \(NW^2A/2\) gives

\[
NW\int\delta w\,dA+\frac N2\int\delta w^2\,dA+x_0=0 . \tag{12}
\]

The change in the number of ionised acceptors is the added one plus those uncovered by the edge:

\[
\frac{A\,\delta Q}{q}=1+N\int\delta w\,dA . \tag{13}
\]

Solving (12) for \(N\int\delta w\,dA\) and inserting it in (13),

\[
\frac{A\,\delta Q}{q}=1-\frac{x_0}{W}-\frac{N}{2W}\int\delta w^2\,dA . \tag{14}
\]

Within the abrupt-edge model no linearisation has been made. To first order in the edge displacement the last term drops, and comparison with (2) gives the weight

\[
g=1-\frac{x_0}{W}. \tag{15}
\]

An acceptor at the interface has weight 1. One at the depletion edge has weight 0: it adds as much moment as the last uniform acceptor it displaces, and the number stays the same. In between, the edge retreats by an average amount \(x_0/(NAW)\), which removes \(x_0/W\) of an ionised acceptor from the count.

The same result has a picture in terms of image charges. Near the unperturbed edge the potential is \(qN(x-W)^2/(2\varepsilon)\), which is of second order in \(\delta w\) at the displaced edge. Condition (6) then requires the first-order change \(\delta\psi\) to vanish at \(x=W\), as on a grounded plane. The area average of \(\delta\psi\) also vanishes at \(x=0\), by the threshold criterion. The averaged perturbation therefore obeys

\[
\frac{d^2\overline{\delta\psi}}{dx^2}=\frac{q}{\varepsilon A}\,\delta(x-x_0),\qquad
\overline{\delta\psi}(0)=\overline{\delta\psi}(W)=0 . \tag{16}
\]

Its solution is \(-ax\) above the acceptor and \(-b(W-x)\) below it. Continuity requires \(ax_0=b(W-x_0)\), and the jump of slope requires \(a+b=q/(\varepsilon A)\). Together they give \(a=(q/\varepsilon A)(1-x_0/W)\). The extra surface field is \(a\), so \(\delta Q=\varepsilon a\), in agreement with (15). The gate supplies the fraction \(1-x_0/W\) of the compensating positive charge. Holes at the depletion edge supply the fraction \(x_0/W\).

### When a point charge is a small perturbation

The last term of (14) shows that a single acceptor always shifts the threshold by less than (15), within the abrupt-edge model. Its size follows from the hole charge induced at the edge. For an acceptor at a distance \(d=W-x_0\) from the edge, with \(d\) small compared with \(W\) and the gate dimensions, the edge acts as an isolated grounded plane. The magnitude of the induced charge density at lateral distance \(r\) is \(qd/[2\pi(r^2+d^2)^{3/2}]\). Holes of this density neutralise a layer of thickness \(|\delta w|\) holding charge density \(qN\), so

\[
|\delta w|=\frac{d}{2\pi N(r^2+d^2)^{3/2}} . \tag{17}
\]

The required integral is

\[
\int\delta w^2\,dA=\frac{d^2}{4\pi^2N^2}\int_0^\infty\frac{2\pi r\,dr}{(r^2+d^2)^3}
=\frac{1}{8\pi N^2d^2}, \tag{18}
\]

because the radial integral equals \(2\pi/(4d^4)\). The weight is reduced by

\[
\frac{N}{2W}\int\delta w^2\,dA=\frac{1}{16\pi NWd^2}. \tag{19}
\]

The linear treatment also needs the largest retreat, \(1/(2\pi Nd^2)\), to be small compared with \(d\). This means \(d^3\gg1/(2\pi N)\). Acceptors closer to the edge than this respond nonlinearly, but their weights are small. For most of the layer the condition is \(NW^3\gg1\): a cube with the side of the depletion depth must contain many acceptors. A large gate area does not replace this condition, because the edge is disturbed locally.

### The weight when holes are mobile

A real depletion edge is smooth, since the hole density falls as \(e^{-\psi/\phi_T}\), where \(\phi_T=kT/q\) and \(T\) is the temperature. For uniform acceptors, all taken as ionised even in the neutral body,

\[
\psi''=\frac{qN}{\varepsilon}\left(1-e^{-\psi/\phi_T}\right), \tag{20}
\]

with primes for derivatives in \(x\). Add a weak sheet of \(s\) acceptors per area at \(x_0\), keeping \(\psi(0)=\psi_s\). Linearising (20) gives

\[
\delta\psi''=\kappa^2(x)\,\delta\psi+\frac{qs}{\varepsilon}\delta(x-x_0),\qquad
\kappa^2=\frac{qN}{\varepsilon\phi_T}e^{-\psi/\phi_T}. \tag{21}
\]

Let \(h(x)\) solve \(h''=\kappa^2h\), with \(h(0)=1\) and \(h\to0\) deep in the body. Multiply (21) by \(h\), subtract \(\delta\psi\,h''\), and integrate over depth. The terms in \(\kappa^2\) cancel:

\[
\left[h\,\delta\psi'-\delta\psi\,h'\right]_0^\infty=\frac{qs}{\varepsilon}h(x_0). \tag{22}
\]

At infinity the bracket vanishes. At the surface \(\delta\psi=0\) and \(h=1\), so the left side is \(-\delta\psi'(0)\), the increase of surface field. Multiplication by \(\varepsilon\) gives \(\delta Q=qs\,h(x_0)\), so \(h\) is the weight.

Differentiating (20) once gives \((\psi')''=\kappa^2\psi'\). The unperturbed field thus obeys the equation for \(h\) and also vanishes deep in the body. Normalised at the surface, it is the weight:

\[
g(x)=\frac{E(x)}{E(0)} . \tag{23}
\]

The solution is unique. The difference \(v\) of two solutions vanishes at both ends, and multiplying its equation by \(v\) and integrating by parts gives \(\int(v'^2+\kappa^2v^2)dx=0\), so \(v=0\). For an abrupt edge \(E\) falls linearly to zero at \(W\), and (23) reduces to (15). The coefficient \(\kappa^2\) depends on depth alone, so lateral averaging still turns a point acceptor into a sheet at first order.

To find the field, multiply (20) by \(2\psi'\) and integrate from the neutral body:

\[
E^2=\frac{2qN}{\varepsilon}\left[\psi-\phi_T+\phi_Te^{-\psi/\phi_T}\right]. \tag{24}
\]

At the surface the exponential is negligible for \(\psi_s\gg\phi_T\). Where holes are negligible the field has slope \(-qN/\varepsilon\), so

\[
g\simeq1-\frac{x}{W_E},\qquad W_E=W\sqrt{1-\frac{\phi_T}{\psi_s}} . \tag{25}
\]

The smooth edge slightly shortens the effective depth for acceptors in the depleted region and gives a small weight to acceptors beyond it.

## The variance and the factor one third

The second half uses the following symbols and results. The gate area is \(A\), the oxide capacitance per area is \(C\), the mean acceptor density is \(N\), and the fixed mean surface potential at threshold is \(\psi_s\). The depletion depth is \(W=\sqrt{2\varepsilon\psi_s/(qN)}\), and the mean number of acceptors in the layer is \(n=NAW\). The thermal voltage is \(\phi_T=kT/q\). To first order, an added acceptor at depth \(x\) raises the threshold by \((q/CA)g\), with \(g=1-x/W\) for an abrupt edge and \(g=E(x)/E(0)\) when mobile holes are kept. The linear treatment of point acceptors requires \(NW^3\gg1\).

### Independent acceptors

Assume that the number of acceptors in any volume has a Poisson distribution, and that numbers in separate volumes are independent. Divide the depletion layer into thin slices of thickness \(\Delta x\). Slice \(i\) contains \(m_i\) acceptors with mean \(\mu_i=NA\,\Delta x\). For a Poisson distribution,

\[
\langle m_i(m_i-1)\rangle=\sum_{m=2}^{\infty}\frac{\mu_i^m e^{-\mu_i}}{(m-2)!}=\mu_i^2, \tag{26}
\]

so the variance is \(\mu_i^2+\mu_i-\mu_i^2=\mu_i\), equal to the mean.

The perturbation of the uniform layer is the actual set of acceptors minus their mean density. To first order the threshold deviation is therefore

\[
\delta V_t=\frac{q}{CA}\left(S-\langle S\rangle\right),\qquad S=\sum_i g(x_i)\,m_i . \tag{27}
\]

The slices are independent, so their variances add with the squares of the weights. As the slices become thin,

\[
\operatorname{Var}S=\sum_i g(x_i)^2\mu_i\;\longrightarrow\;NA\int_0^W g(x)^2\,dx . \tag{28}
\]

This justifies the form (4). With \(u=x/W\) and the abrupt-edge weight (15),

\[
\operatorname{Var}S=n\int_0^1(1-u)^2\,du
=n\left[-\frac{(1-u)^3}{3}\right]_0^1=\frac n3 . \tag{29}
\]

The threshold variance is therefore

\[
\boxed{\;\sigma^2=\left(\frac{q}{CA}\right)^2\frac n3=\frac{q^2NW}{3AC^2}\;} \tag{30}
\]

The two forms agree because \(n/A^2=NW/A\). The factor one third is the mean square of a weight that falls linearly from 1 to 0.

To first order, and with an abrupt depletion edge, independently placed acceptors give the threshold variance (30), with a factor of one third from the linear depth weight. What remains is to separate the effects of number and depth, apply the result to a worked device, and test its approximations and limits.
